# Plateau temperature of a metal hydride at 1 bar

**Question**

I am stuck on an exercise about hydrogen uptake by a metal. The hydride has a formation enthalpy of −40 kJ/mol hydrogen and a formation entropy of −130 J/(mol K). I have to show that the "1 bar plateau temperature" is about 308 K.

Dividing the two numbers gives 0.308, so I can see that 308 will come out once the units agree. But I don't understand why division is the right thing to do. Where does the pressure enter, and why is there one plateau pressure when the amount of hydride in the metal can vary? Does "mol hydrogen" mean H or H2? And how seriously should I take the 308 K for a real hydride?

**Answer**

The division is the last line of an equilibrium calculation. The pressure does enter, through a logarithm that vanishes at 1 bar.

**Conventions**

I read "mol hydrogen" as one mole of H2 molecules. The reaction is

\[
\text{host}+\mathrm{H_2(gas)}\rightarrow\text{hydride},
\]

with as much host as one mole of H2 converts. The host may be the pure metal or a hydride poorer in hydrogen. The data are

\[
\Delta H=-40\,000\ \mathrm{J/mol},\qquad \Delta S=-130\ \mathrm{J/(mol\,K)}.
\]

Both are standard values: the gas is ideal and at \(p^\circ=1\) bar. Both are negative because heat is released and a gas disappears into a solid. I take them as independent of temperature for now, and I assume that host and hydride are two separate phases, each of fixed composition.

**Why there is a plateau**

Put the host and \(n\) moles of H2 into a closed vessel of gas volume \(V\) at temperature \(T\). Let \(\xi\) be the moles of H2 bound in the solid, so that \(n_g=n-\xi\) moles remain as gas. At fixed \(T\) and \(V\), equilibrium is the minimum of the Helmholtz energy \(F\).

If the host can bind at most \(N\) moles of H2, the solid contributes

\[
(N-\xi)\,g_{\rm host}+\xi\,g_{\rm hydride}=N g_{\rm host}+\xi\,g_s,\qquad g_s=g_{\rm hydride}-g_{\rm host}.
\]

Each \(g\) is a free energy per amount of solid that corresponds to one mole of H2. I neglect the effect of the gas pressure on the solids: a volume of 10 cm³ times 1 bar is 1 J, against 40 kJ. The gas contributes \(n_g\mu-pV\), where \(\mu\) is its chemical potential. Hence

\[
F=N g_{\rm host}+\xi g_s+n_g\mu-pV .
\]

Differentiate with respect to \(\xi\), using \(dn_g/d\xi=-1\):

\[
\frac{dF}{d\xi}=g_s-\mu+n_g\frac{d\mu}{d\xi}-V\frac{dp}{d\xi}.
\]

At constant temperature the chemical potential of a gas changes by its molar volume times the pressure change, \(d\mu=(V/n_g)\,dp\). Therefore \(n_g\,d\mu/d\xi=V\,dp/d\xi\), the last two terms cancel, and

\[
\frac{dF}{d\xi}=g_s(T)-\mu(T,p).
\]

When both solids are present, this must be zero:

\[
\mu(T,p)=g_s(T).
\]

It is a minimum: binding more hydrogen lowers the gas pressure and so lowers \(\mu\), which makes \(d^2F/d\xi^2=-d\mu/d\xi\) positive.

The condition does not contain \(\xi\). At a given temperature it fixes one pressure, whether a tenth or nine tenths of the host has reacted. That is the plateau. It rests on the coexistence of two phases. Their compositions may change with temperature, as long as at a given temperature they do not change with uptake. If hydrogen dissolved in a single phase, \(g_s\) would depend on the composition, and the pressure would change with uptake.

**Where the pressure enters**

For an ideal gas the molar volume is \(RT/p\), so at constant temperature \(d\mu=(RT/p)\,dp\). Integration from \(p^\circ\) to \(p\) gives

\[
\mu(T,p)=\mu^\circ(T)+RT\ln\frac{p}{p^\circ}.
\]

Insert this in the equilibrium condition:

\[
RT\ln\frac{p}{p^\circ}=g_s-\mu^\circ .
\]

The right side is the free energy of hydride minus that of host and of gas at 1 bar. This is the standard reaction Gibbs energy, \(\Delta G^\circ=\Delta H-T\Delta S\). Dividing by \(RT\) gives the van 't Hoff equation for the plateau pressure:

\[
\ln\frac{p}{p^\circ}=\frac{\Delta H}{RT}-\frac{\Delta S}{R}.
\]

**The 1 bar temperature**

Set \(p=p^\circ\). The logarithm is zero, so

\[
0=\frac{\Delta H}{RT_1}-\frac{\Delta S}{R}.
\]

Multiply by \(RT_1\) to get \(0=\Delta H-T_1\Delta S\), and solve:

\[
T_1=\frac{\Delta H}{\Delta S}=\frac{-40\,000\ \mathrm{J/mol}}{-130\ \mathrm{J/(mol\,K)}}=307.7\ \mathrm{K}\approx 308\ \mathrm{K},
\]

or about 34.5 °C. Your 0.308 is the same quotient in units of 1000 K, because the enthalpy was still in kJ. The gas constant has dropped out, but it returns at any other pressure.

Physically, \(T_1\) is where the heat released by binding just pays for the entropy lost in the reaction. At 1 bar and 298.15 K,

\[
\Delta G^\circ=-40.00+298.15\times0.130=-1.24\ \mathrm{kJ/mol},
\]

so the hydride forms. At 320 K the same sum is \(-40.00+41.60=+1.60\) kJ/mol, so it decomposes. Cooling favours uptake and heating favours release.

**Other temperatures and pressures**

At 298.15 K, \(RT=2479\) J/mol, and

\[
\ln\frac{p}{p^\circ}=\frac{-1240}{2479}=-0.500,\qquad p=0.606\ \mathrm{bar}.
\]

The same formula gives 0.213 bar at 280 K and 1.82 bar at 320 K. A plot of \(\ln p\) against \(1/T\) is a straight line of slope \(\Delta H/R=-4811\) K. Differentiating with respect to \(T\) instead gives

\[
\frac{d\ln p}{dT}=-\frac{\Delta H}{RT^2}=\frac{4811\ \mathrm{K}}{(307.7\ \mathrm{K})^2}=0.051\ \mathrm{K^{-1}},
\]

so near \(T_1\) the plateau pressure rises by about 5 % per kelvin.

To find the temperature for a chosen pressure, multiply the plateau equation by \(RT\) and collect the terms with \(T\):

\[
T\left(\Delta S+R\ln\frac{p}{p^\circ}\right)=\Delta H
\quad\Rightarrow\quad
T(p)=\frac{\Delta H}{\Delta S+R\ln(p/p^\circ)}.
\]

For 10 bar, \(R\ln 10=19.14\) J/(mol K), and \(T=40\,000/110.86=360.8\) K. This holds \(\Delta H\) and \(\Delta S\) constant; with the oscillator model described below and data valid at 298.15 K, the value is 359.6 K. A higher pressure stabilises the hydride, so more heating is needed to decompose it. If "1 bar" is replaced by 1 atm, the temperature rises by 0.26 K.

**What the plateau looks like in a vessel**

Take a gas volume of 1.0 L, a host that can bind 0.30 mol H2, and 298.15 K. At the plateau pressure the gas holds

\[
n_g=\frac{pV}{RT}=\frac{0.606\times10^5\times10^{-3}}{2479}=0.024\ \mathrm{mol}.
\]

With 0.15 mol H2 in the vessel, about 0.126 mol is bound. With 0.25 mol, about 0.226 mol is bound. The pressure is 0.606 bar in both cases, since the additional hydrogen goes into the solid.

The plateau has two ends. With 0.01 mol in total, the pressure is 0.248 bar even if all of it stays gaseous. That is below the plateau, so no hydride forms. With 0.40 mol, the host fills up, 0.10 mol remains as gas, and the pressure is 2.479 bar. The equation \(\mu=g_s\) does not apply in these two cases, because the minimum of \(F\) lies at an end of the allowed range of \(\xi\).

**H or H2?**

Suppose both data were meant per mole of H atoms. The reaction would then consume half a mole of H2, and the gas term would be \(\tfrac12RT\ln(p/p^\circ)\). Equilibrium would read

\[
\ln\frac{p}{p^\circ}=2\left(\frac{\Delta H}{RT}-\frac{\Delta S}{R}\right).
\]

The bracket vanishes at the same temperature, so \(T_1\) is unchanged. Away from \(T_1\) the reading matters: at 298.15 K the pressure would be \(0.606^2\approx0.37\) bar. If one value were per H and the other per H2, \(T_1\) itself would be wrong by a factor of two.

**Why the entropy is about −130 J/(mol K)**

This value is close to the entropy that H2 has as a gas. For a rigid rotating molecule of mass \(m\),

\[
\mu=-RT\ln\left[\left(\frac{2\pi mkT}{h^2}\right)^{3/2}\frac{kT}{p}\,q_{\rm rot}\right],\qquad S=-\left(\frac{\partial\mu}{\partial T}\right)_p ,
\]

where \(k\) is the Boltzmann constant, \(h\) the Planck constant and

\[
q_{\rm rot}=\frac14\sum_J w_J(2J+1)\,e^{-J(J+1)\theta/T}.
\]

Here \(\theta=\hbar^2/(2Ik)\), with \(I\) the moment of inertia. The weights \(w_J\) are 1 for even and 3 for odd \(J\), from the nuclear spins. The factor 1/4 removes the four spin states of two protons, which are also available in the solid. The molecular vibration is left out, as its quantum is far above \(kT\) here.

With a rough bond length of 0.075 nm, summing the levels and differentiating numerically gives \(S=130.6\) J/(mol K) at 298.15 K and 1 bar. In this estimate the solid gains a net \(130.6-130=0.6\) J/(mol K) per mole of H2, a small difference whose exact value depends on the rough bond length. For these data, nearly the whole reaction entropy is the lost entropy of the gas. Among hydrides for which the solid's share is similarly small, the 1 bar temperature is set mainly by \(\Delta H\).

**Does it matter that ΔH and ΔS vary with temperature?**

Let the data hold at a reference temperature \(T_r\), and let \(\Delta C_p\) be the heat-capacity change of the reaction. For constant \(\Delta C_p\),

\[
\Delta H(T)=\Delta H+\Delta C_p(T-T_r),\qquad
\Delta S(T)=\Delta S+\Delta C_p\ln\frac{T}{T_r}.
\]

The standard Gibbs energy becomes

\[
\Delta G^\circ=\Delta H-T\Delta S+\Delta C_p\left[T-T_r-T\ln\frac{T}{T_r}\right].
\]

Since \(\Delta H=T_1\Delta S\), the first two terms equal \(-\Delta S\,(T-T_1)\). Setting \(\Delta G^\circ=0\) gives

\[
T-T_1=\frac{\Delta C_p}{\Delta S}\left[T-T_r-T\ln\frac{T}{T_r}\right].
\]

The bracket is never positive, because \(\ln x\ge1-1/x\). With \(\Delta C_p\) and \(\Delta S\) both negative, the true temperature lies at or below \(T_1\).

For a size, I describe the bound hydrogen by six harmonic oscillators per H2, three for each atom, with a rough quantum of 0.15 eV. Changes in the heat capacity of the metal lattice are ignored. Together with the gas formula above, this gives \(\Delta C_p=-23.8\) J/(mol K) at 298.15 K. For data valid at that temperature, the bracket at \(T_1\) is −0.151 K, and the estimated shift is \((-23.8)(-0.151)/(-130)=-0.028\) K. Solving \(\mu=g_s\) numerically with the oscillators gives −0.027 K.

If the same two values had instead been measured around 400 K, the extrapolation would be longer. The model has \(\Delta C_p=-16.6\) J/(mol K) there and the bracket is −11.6 K, so the estimate is −1.5 K. Solving \(\mu=g_s\) numerically with the full oscillator model gives −1.8 K. The estimate is too small mainly because \(\Delta C_p\) becomes more negative on cooling, as the oscillators freeze out. Size and sign of these shifts depend on the assumed quantum. With 0.10 eV the shift for data from 400 K is −0.5 K. With 0.06 eV, \(\Delta C_p\) at 298.15 K is +3.5 J/(mol K) and the shift for data from 400 K is +0.7 K.

**What about a non-ideal gas?**

The leading correction adds \(Bp\) to \(\mu\), where \(B\) is the second virial coefficient, roughly 15 cm³/mol for H2 near room temperature. Equilibrium at 1 bar then requires \(-\Delta S\,(T-T_1)=Bp\), so

\[
T-T_1=\frac{Bp}{-\Delta S}=\frac{1.5\ \mathrm{J/mol}}{130\ \mathrm{J/(mol\,K)}}\approx0.01\ \mathrm{K}.
\]

This is negligible here.

**How seriously to take 308 K**

Errors of the data can matter more, as the examples below show. To first order, changes \(\delta H\) and \(\delta S\) in the two values move the result by

\[
\delta T_1=\frac{\delta H-T_1\,\delta S}{\Delta S}.
\]

If \(\Delta H\) is −41 instead of −40 kJ/mol, \(T_1\) rises by 7.7 K. If \(\Delta S\) is −135 instead of −130 J/(mol K), the full quotient falls by 11.4 K. Errors of the same sign partly cancel. This happens when both values come from one straight-line fit to plateau pressures measured near \(T_1\): a line that is slightly too steep gets a compensating intercept. The 1 bar temperature can then be known better than either value suggests.

A real hydride can also depart from the assumption of a single reversible plateau: uptake may need a higher pressure than release, and the plateau may slope.

Suppose the two pressures differ by a factor of 2, placed symmetrically on a logarithmic scale around the equilibrium value. This factor is an assumption, not a measurement. Uptake at 1 bar then requires an equilibrium pressure of \(1/\sqrt2\) bar, which \(T(p)\) places at 301.0 K. Release at 1 bar requires \(\sqrt2\) bar, at 314.7 K. The single temperature becomes a window about 14 K wide, with 308 K near its middle.

So 308 K follows from the given data. For a real sample, data errors or hysteresis of the sizes assumed above would move the temperature by about 7 to 11 K, so more than the last digit is in doubt. The calculation also says nothing about speed. An oxide film that slows the entry of hydrogen changes the time needed to reach equilibrium, while the equilibrium between gas, host and hydride stays where it was.
